# Second-layer nucleation on islands with a strong edge barrier, part 2

Atoms land at random on a one-layer-high island of radius $R$, area $A$ and $N$ sites. The problem is the nucleation rate $\omega$, the probability per unit time that the first dimer forms on an island without one. The flux $F$ is in monolayers per second (atoms per site and second), and $\Phi$ is the number of arrivals per second on the island.

Adatoms hop on a triangular lattice with spacing $a$ and site area $\Omega=\frac{\sqrt3}{2}a^2$, at the rate $\nu$ to each neighbouring site. Each outward bond, from an island site to a position outside, is crossed at the rate $\nu'=\nu\,e^{-\Delta E/kT}$, with extra edge barrier $\Delta E$, temperature $T$ and Boltzmann's constant $k$. Atoms that step down do not return, evaporation is neglected, and dimers neither dissolve nor leave.

With $D=\frac32\nu a^2$, $\kappa=\frac6\pi\,\nu'a$ and $\ell=D/\kappa$, the mean stay of a lone adatom on a disc is

$$\tau=\frac{R^2}{8D}+\frac{R}{2\kappa}=\frac{R}{2\kappa}\left(1+\frac{R}{4\ell}\right),$$

which is linear in $R$ for $R\ll4\ell$.

On the lattice, the symmetric escape matrix $W$ has $W_{ij}=-\nu$ for neighbours, and $W_{ii}$ is the total rate of leaving site $i$. The mean stays $t_i$ after a start at site $i$ obey $W\mathbf t=\mathbf 1$, where $\mathbf 1$ has all components equal to one. With $B$ outward bonds in total,

$$\tau\ge\tau_0,\qquad\tau_0=\frac{N}{\nu'B}.$$

If $\Phi\tau\ll1$ and two adatoms present together always meet, $\omega=\Phi^2\tau$. For a strong barrier, quick meeting and fixed island size, the mean time $T_0$ from an empty island to the first dimer obeys

$$\frac1{T_0}=\frac{\Phi^2\tau}{1+2\Phi\tau}.$$

Earlier lattice tests, listed again in the output below, used these settings:

- $\tau$ against the disc formula: $R=30a$, $\nu'/\nu=0.05$.
- $\tau/\tau_0$: a hexagon with sides of 10 spacings, $\nu'/\nu=10^{-5}$.
- Exponents of $\tau$: hexagons with sides of 12, 18 and 25 spacings, $\nu'/\nu=10^{-5}$ (strong barrier) and $\nu'=\nu$ (no barrier).

## Missed meetings, growing islands and a worked case

The symbols carried over are the lattice spacing $a$, the site area $\Omega$, the hop rates $\nu$ on the island and $\nu'$ across an outward edge bond, the diffusion constant $D=\tfrac32\nu a^2$, the edge transfer velocity $\kappa=(6/\pi)\nu'a$ and the length $\ell=D/\kappa$. An island of radius $R$, area $A$ and $N$ sites receives $\Phi=FN$ atoms per second, where $F$ is the flux in monolayers per second. An adatom stays for the mean time $\tau=R/(2\kappa)+R^2/(8D)$. If the barrier is strong, the island usually empty and every pair certain to meet, the nucleation rate is $\omega=\Phi^2\tau\propto R^5$.

The certainty of meeting is a separate condition. Let $T_m$ be the mean time until two adatoms at random positions meet on a closed island, from which nothing escapes. Its dependence on size follows from the relative motion. Seen from one adatom, the other diffuses with the constant $2D$, since the mean squared displacements of independent walkers add. Let $u(\rho)$ be the probability density of finding the partner at separation $\rho$. It vanishes at a contact distance $b$ of the order of $a$, and far away it is about $1/A$. The probability current $J$ into contact is the same through every circle around the adatom:

$$2\pi\rho\cdot2D\,\frac{du}{d\rho}=J,\qquad u(\rho)=\frac{J}{4\pi D}\ln\frac{\rho}{b}.$$

Setting $u\simeq1/A$ at a separation of the order of $R$ gives $J$, and $T_m=1/J$:

$$T_m\simeq\frac{A}{4\pi D}\,\Lambda,\qquad\Lambda=\ln\frac Rb+c .$$

The constant $c$ is of order one and depends on the shape of the island; this argument does not fix it. The mean meeting time was computed on closed hexagons with sides of 7 and 14 spacings. The growth of $T_m/A$ with the logarithm of the size is 1.136 times the predicted $1/(4\pi D)$. The argument holds for large islands, and the cause of the excess of 14 per cent on these small ones has not been examined.

With a strong barrier, two adatoms that are both present meet at a rate of about $1/T_m$, while one or the other leaves at the rate $2/\tau$. The probability that the meeting comes first is

$$p\simeq\frac{1/T_m}{1/T_m+2/\tau}=\frac{1}{1+2T_m/\tau},$$

and the nucleation rate becomes

$$\omega\simeq\frac{\Phi^2\tau}{1+2T_m/\tau}.$$

Treating the meeting as an event with a constant rate is an approximation, since the distribution of meeting times is not strictly exponential. For a disc, the leading terms of $T_m$ and $\tau$ give

$$\frac{2T_m}{\tau}=2\cdot\frac{\pi R^2\Lambda}{4\pi D}\cdot\frac{2\kappa}{R}=\frac{R}{\ell}\,\Lambda .$$

The fifth power therefore requires

$$R\Lambda\ll\ell .$$

This is stricter than the condition $R\ll4\ell$ for a linear residence time, by the factor $4\Lambda$. A barrier can be strong enough to make the residence time linear and still too weak to guarantee the meeting.

The problem of two adatoms can be solved on the lattice without assuming an exponential law. Let $h_{ij}$ be the probability that adatoms at sites $i$ and $j$ meet before either leaves. It equals one for pairs in contact and counts as zero after an escape. For all other pairs the average over the next hop must reproduce it, which in terms of the symmetric escape matrix $W$ of a single adatom reads

$$(Wh+hW)_{ij}=0 .$$

To leading order in the flux, the first adatom is at site $i$ with probability $Ft_i$, where $t_i$ is the mean stay after a start at $i$, because the steady occupation solves $W\mathbf p=F\mathbf 1$. The second lands on site $j$ at the rate $F$. Hence

$$\omega=F^2\sum_{i,j}t_ih_{ij}.$$

If all $h_{ij}=1$, the double sum is $N\cdot N\tau$, and $\omega=\Phi^2\tau$ is recovered. For hexagons with sides of 4, 7, 10 and 14 spacings and $\nu'/\nu=10^{-5}$, the solution has the fitted exponent 4.990, and on the largest island $\omega/(\Phi^2\tau)=0.9995$. With the much weaker barrier $\nu'/\nu=0.01$ on the largest island, the same ratio drops to 0.693. The formula $1/(1+2T_m/\tau)$, with $\tau$ and $T_m$ taken from the lattice, gives 0.690.

A mean-field treatment leads to a different power. It starts from the mean density $n=\Phi\tau/A$ and takes the nucleation rate as $\sigma Dn^2A$, with a capture number $\sigma$ that depends at most weakly on size. For a strong barrier $n=FR/(2\kappa\Omega)$, so that

$$\omega_{\rm mf}=\sigma D\left(\frac{FR}{2\kappa\Omega}\right)^2\pi R^2\propto R^4 .$$

The fault can be located by counting pairs. Independent adatoms that arrive as a Poisson process have a Poisson-distributed number, with mean $\Phi\tau$. The mean number of pairs is then $(\Phi\tau)^2/2$. If each pair meets at the rate $1/T_m$, the rate of encounters is

$$\omega_{\rm mf}=\frac{\Phi^2\tau^2}{2T_m},\qquad\frac{\omega_{\rm mf}}{\Phi^2\tau}=\frac{\tau}{2T_m}.$$

This corresponds to $\sigma=A/(2T_mD)=2\pi/\Lambda$. A pair lasts for the mean time $\tau/2$ before one partner leaves. If it started afresh from random positions after each meeting, it would meet about $\tau/(2T_m)$ times. Mean-field theory counts all these encounters, although the first one has already made a dimer. When $T_m\gg\tau/2$, on the other hand, the corrected formula for $\omega$ tends to $\Phi^2\tau^2/(2T_m)$. This has the form of the mean-field rate. The formula assumes evenly spread adatoms, however, so the limit does not show that mean-field theory is correct for a weak barrier, where the density is uneven.

A direct count of hops into contact by independent adatoms, on hexagons with sides of 12 and 24 spacings and $\nu'/\nu=10^{-5}$, gives the exponent 4.081. On the larger island the count exceeds $\Phi^2\tau$ by a factor of several thousand. It also includes the quick repeated contacts of a pair that has just separated, so it is larger than $\omega_{\rm mf}$ with $\sigma=2\pi/\Lambda$ and lacks the logarithm. The exponent lies slightly above 4 because sites near the edge have fewer neighbours from which contact can be made. This deficit is proportional to the perimeter and lowers the count relatively more on the smaller island.

In an experiment the island grows while atoms land on it. Let each island collect all atoms that fall on $A_c$ sites, including those that land on top and step down. Before the second layer nucleates, the number of sites in the island is

$$N=FA_ct=\frac{\pi R^2}{\Omega}.$$

The island changes little during one residence time, so the rate for fixed size can be used at each moment. If $S$ is the probability that no dimer has yet formed, then $dS/dt=-\omega S$, and

$$S=e^{-m},\qquad m=\int_0^t\omega\,dt' .$$

To integrate over the radius, insert $\omega=F^2N^2\tau$ and $dt=dN/(FA_c)$, with $dN=2\pi R\,dR/\Omega$:

$$\omega\,dt=\frac{F}{A_c}\cdot\frac{\pi^2R^4}{\Omega^2}\cdot\frac{R}{2\kappa}\cdot\frac{2\pi R\,dR}{\Omega}=\frac{\pi^3F}{\kappa A_c\Omega^3}R^6\,dR .$$

Integration from zero gives

$$m(R)=\frac{\pi^3FR^7}{7\kappa A_c\Omega^3}.$$

Half of the islands have nucleated a second layer when $m=\ln2$. The corresponding radius is

$$R_c=\left(\frac{7\ln2\;\kappa A_c\Omega^3}{\pi^3F}\right)^{1/7}.$$

The seventh root makes this radius insensitive to $\kappa$, $A_c$ and $F$, and the seventh power in $m$ makes the transition sharp. From $S=\exp[-\ln2\,(R/R_c)^7]$, one tenth of the islands have nucleated at $0.76R_c$ and nine tenths at $1.19R_c$. Besides the conditions of the fifth-power law, the formula requires that $N$ is well below $A_c$, so that neighbouring islands have not yet merged.

For a worked case, take rough values modelled on platinum growing on Pt(111) near room temperature, with an edge barrier chosen large enough for the strong-barrier limit: $a=0.28$ nm, $T=300$ K, a rate prefactor of $10^{12}\ \mathrm{s^{-1}}$ per hop direction, a diffusion barrier of 0.26 eV, an extra edge barrier of 0.20 eV, $F=0.01$ monolayer per second and $A_c=10^4$ sites. With $kT=0.02585$ eV the hop rates are

$$\nu=10^{12}\,e^{-0.26/0.02585}\ \mathrm{s^{-1}}=4.29\times10^7\ \mathrm{s^{-1}},\qquad\nu'=\nu\,e^{-0.20/0.02585}=1.87\times10^4\ \mathrm{s^{-1}}.$$

The site area is $0.0679\ \mathrm{nm^2}$. The transport coefficients are $D=1.5\,\nu a^2=5.04\times10^6\ \mathrm{nm^2/s}$ and $\kappa=1.91\,\nu'a=1.00\times10^4$ nm/s, so $\ell=504$ nm. This is much larger than an island of a few nanometres.

At $R=3$ nm the linear law gives $\tau=3/(2\times1.00\times10^4)$ s $=150$ µs, and at 6 nm it gives 300 µs. The lattice values for discs of these radii are 150 and 303 µs. The arrival rates are 4.16 and 16.7 per second, and $\omega=\Phi^2\tau$ rises from $2.60\times10^{-3}$ to $8.31\times10^{-2}\ \mathrm{s^{-1}}$, by the factor $2^5=32$.

The median radius follows from

$$R_c^7=\frac{7\times0.693\times1.00\times10^4\times10^4\times(0.0679)^3}{31.0\times0.01}\ \mathrm{nm^7}=4.9\times10^5\ \mathrm{nm^7},$$

which gives $R_c=6.5$ nm, or 23 lattice spacings. The island then has 1955 sites and covers 0.196 of its collecting area, after 19.6 s of growth. At this point $\Phi=19.6\ \mathrm{s^{-1}}$, $\tau=325$ µs and $\omega=0.124\ \mathrm{s^{-1}}$. Since $\omega\propto t^{5/2}$, the integral $m$ equals $\tfrac27\omega t=\tfrac27\times0.124\times19.6=0.69$, which is $\ln2$ as required.

A random simulation of arrivals and departures on 4000 growing islands, with exponential stays of mean $R/(2\kappa)$ and certain meeting, has the median 6.48 nm. The sampling error can be estimated from the density of nucleation radii at the median, $\tfrac12\cdot7\ln2/R_c=2.43/R_c$. The standard error is $R_c/(2\times2.43\sqrt{4000})$, or 0.3 per cent, which is also the size of the difference.

For the edge barrier of 0.20 eV the conditions of the fifth-power law hold well at $R_c$. The diffusion term adds 0.3 per cent to $\tau$. The mean number of adatoms is $\Phi\tau=0.0063$, so the factor $1+2\Phi\tau$ changes the rate by 1.3 per cent. The meeting time is 7.3 µs, extrapolated from the lattice value for a smaller hexagon with the logarithmic law, and 4.3 per cent of the pairs fail to meet. This lowers $\omega$ at $R_c$ by the same fraction. It raises $R_c$ by about 0.5 per cent, slightly less than one seventh of that fraction, because fewer pairs are missed while the island is smaller. The mean-field rate would be too high by the factor $\tau/(2T_m)=22$. These margins depend strongly on the barrier. At 0.12 eV, $\ell=23$ nm and the formula gives $R_c=10$ nm, where $R\Lambda/\ell$ is about 1.7. At 0.08 eV, $\ell=4.9$ nm and the formula gives an island covering 0.74 of its collecting area. Barriers near 0.1 eV have been reported for clean Pt(111), and for such values neither the fifth-power law nor the formula for $R_c$ applies at this temperature and flux.

Irreversibility can be examined in the same way. With a rough dimer bond of 0.5 eV and six separating hops, a dimer breaks at the rate $6\nu e^{-0.5/0.02585}=1.0\ \mathrm{s^{-1}}$. This is 5 per cent of the rate at which further atoms arrive, and a third atom is taken to make the cluster permanent. Most separated pairs meet again before one of them escapes. If they fail as often as pairs at random positions do, the loss is 0.2 per cent; they start close together and should fail less often. That a whole dimer does not descend over the edge remains an assumption, and it can fail. If a dimer hopped with an assumed barrier of 0.37 eV and met the same extra edge barrier as an adatom, the linear law would give it a stay of 23 ms, shorter than the 51 ms between arrivals, and most dimers would be lost. With an extra barrier of 0.30 eV only about 4 per cent would be lost.

The edge itself matters more than the small corrections from diffusion, occupation, missed meetings and break-up. A hexagon with close-packed edges has a residence time 5 per cent longer than a disc of equal area, because it has fewer outward bonds. A hexagon turned by $30^\circ$ against the lattice has more outward bonds and a residence time about 9 per cent shorter. An edge 1.5 times longer at the same area and with the same barrier shortens $\tau$ by that factor and multiplies $R_c$ by $1.5^{1/7}=1.06$. An increase of the edge barrier by 0.05 eV, with everything else fixed, multiplies $R_c$ by $e^{-0.05/(7kT)}=0.76$. Read in the other direction, an error of 10 per cent in a measured $R_c$ shifts the inferred barrier by $7kT\times0.1=0.018$ eV, provided that the model applies and the other parameters are known.

The uniform barrier is a delicate assumption. The lattice disc at $R_c$ has 318 outward bonds. If a single one loses its extra barrier, the residence time falls by a factor of about 5, the exact value depending on the position of the bond; for the bond opened in the calculation it is 4.7. The lower bound on $\tau$ shows what could happen at most: the sum of the exit rates grows from $318\nu'=0.14\nu$ to about $1.14\nu$, a factor of 8. The actual reduction is smaller because the adatom must first find the open bond, and the density near it is depleted. If the rate were lower by the factor 4.7 at all radii, $R_c$ would rise by the factor $4.7^{1/7}=1.25$. This is an estimate, since one open bond matters more on a small island and less on a large one, where more of the other exits compete with it. The power itself is also at risk. If a fixed number of open bonds dominates the escape, an evenly spread adatom would have a residence time proportional to the area instead of the radius. The depletion near an open bond makes the time grow slightly faster still. The linear law needs a number of easy exits that grows with the perimeter, or none. Easy exits also raise the effective $\kappa$ and shorten $\ell$, so with them the condition $R\ll4\ell$ is met only by smaller islands.

For platinum on Pt(111) the numbers above are therefore the behaviour of a model with rough parameters, and the median radius of 6.5 nm is not a measured value. Real islands near room temperature need not be compact discs, and their edges contain kinks and corners at which the barrier may differ from that of a straight edge. In this example a moderately longer edge moves $R_c$ by 6 per cent, and a single open bond moves it by about 25 per cent if it lowers the rate by the same factor at all radii. A barrier inferred from the onset of the second layer is accordingly an effective value for the whole edge, in which the easiest exits carry the greatest weight. The computed values are collected in the numerical output below.

## Computed values

```
LATTICE TESTS
tau lattice/formula, moderate barrier: 0.9858
tau/(lower bound), strong barrier: 1.00002
exponent of tau, strong barrier: 0.999
exponent of tau, no barrier: 1.892
exponent of omega, strong barrier: 4.990
omega/(Phi^2 tau), strong barrier: 0.9995
meeting probability, hop ratio 100, exact: 0.6933
meeting probability, hop ratio 100, formula: 0.6896
log slope of T_m, lattice/formula: 1.136
exponent of mean-field encounter rate: 4.081
EXAMPLE, INPUTS (rough values)
a = 0.28 nm, T = 300 K, kT = 0.02585 eV
prefactor = 1e+12 1/s per direction
diffusion, edge, bond energy = 0.26, 0.2, 0.5 eV
F = 0.01 monolayer/s, A_c = 10000 sites
EXAMPLE, RESULTS
site area = 0.06790 nm^2
terrace hop rate = 4.287e+07 1/s per direction
edge hop rate = 1.872e+04 1/s per bond
D = 5.042e+06 nm^2/s
kappa = 1.001e+04 nm/s
ell = D/kappa = 503.6 nm
R = 3 nm: tau linear law = 149.83 us, lattice = 150.11 us
  Phi = 4.164 1/s, omega = 2.598e-03 1/s
R = 6 nm: tau linear law = 299.66 us, lattice = 302.97 us
  Phi = 16.657 1/s, omega = 8.314e-02 1/s
R_c = 6.500 nm = 23.22 a
simulated median radius = 6.478 nm
sites in island at R_c = 1955, coverage = 0.196
growth time to R_c = 19.55 s
at R_c: Phi = 19.55 1/s, tau = 324.64 us
at R_c: omega = 0.1241 1/s
NEGLECTED EFFECTS AT R_c
diffusion part of tau, R/(4 ell) = 0.32 %
meeting time T_m = 7.292 us
pairs that fail to meet = 4.30 %
mean-field overcount tau/(2 T_m) = 22.3
mean adatom number Phi*tau = 6.35e-03
dimer break-up rate = 1.025 1/s
break-up rate/Phi = 0.0524
times failed meetings = 2.25e-03
tau hexagon/disc of equal area = 1.0503
edge 1.5 times longer: R_c times 1.060
edge barrier +0.05 eV: R_c times 0.759
edge bonds at R_c = 318
one bond without barrier: tau divided by 4.68
```
